# Contact resistance with a resistive metal sheet: transfer length and terminal position, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. From the ladder to the resistance formula

### Result

A contact of length $L$ and width $W$ joins a semiconductor sheet to a metal sheet through a resistive interface. A current $I$ enters the semiconductor at the edge $x=0$ and leaves the metal through a line terminal at $x=a$, with $0\le a\le L$. Let $R_s$ be the sheet resistance of the semiconductor under the contact, $R_m$ that of the metal, both in ohms per square, and $\rho$ the specific contact resistivity, in ohms times area. Define

$$
\lambda=\sqrt{\frac{\rho}{R_s+R_m}},\qquad Z=\frac{\rho}{W\lambda}=\frac{(R_s+R_m)\lambda}{W},
$$

$$
m=\frac{R_m}{R_s+R_m},\qquad s=\frac{R_s}{R_s+R_m}=1-m,\qquad l=\frac L\lambda,\qquad t=\frac a\lambda .
$$

The length $\lambda$ is the modified transfer length. The two-terminal resistance $R(a)=[V_s(0)-V_m(a)]/I$ is

$$
\boxed{\;R(a)=Z\left[ms\,t+\left(s^2+\tfrac12m^2\right)\coth l+2ms\,\frac{\cosh(l-t)}{\sinh l}+\frac{m^2}{2}\,\frac{\cosh(l-2t)}{\sinh l}\right]\;}
\tag{1}
$$

With the metal terminal at the front edge, $a=0$, or at the back edge, $a=L$, this becomes

$$
R_F=Z\coth l,\qquad
R_B=Z\left[ms\,l+\frac{(s^2+m^2)\cosh l+2ms}{\sinh l}\right].
\tag{2}
$$

The transfer length depends on the two sheets and the interface. The resistance depends in addition on where the metal is connected, so a contact with $R_m>0$ has no single contact resistance until its terminals are named.

### Model and conventions

The coordinate $x$ runs into the contact from the edge where the semiconductor current arrives. The potentials $V_s(x)$ and $V_m(x)$ belong to the semiconductor and the metal. The sheet currents $I_s(x)$ and $I_m(x)$ are integrated over the width and are positive when they flow towards larger $x$. The interface voltage is

$$
u(x)=V_s(x)-V_m(x),
$$

and a positive $u$ drives current from the semiconductor into the metal.

The model assumes a steady state, an interface current density $u/\rho$ proportional to the voltage, and uniform values of $R_s$, $R_m$ and $\rho$. Each sheet is thin enough that its potential does not vary appreciably through its thickness, and nothing varies across the width. Both $R_s$ and $R_m$ are positive unless a limit is being taken. The semiconductor current ends at $x=L$, so $I_s(L)=0$. The metal exchanges current with the outside at the terminal alone. That terminal is a line across the full width.

In a test structure with two contacts separated by a gap, $x=0$ is the contact edge that faces the gap. The gap adds its own sheet resistance in series, and each contact adds one $R(a)$, with $a$ measured from its gap-facing edge. The contact where current leaves the semiconductor is the mirror image with all currents reversed, which leaves the resistance unchanged because the model is linear.

### The coupled ladder

Divide the contact into $N$ cells of length $h=L/N$, with nodes $x_i=ih$ on both rails. A rail segment of length $h$ and width $W$ has resistance $R_sh/W$ in the semiconductor and $R_mh/W$ in the metal. Each interior node represents an interface area $Wh$ and so has a conductance $Wh/\rho$ to the opposite rail. The two end nodes represent half a cell each and have half that conductance.

Let the index $i+\tfrac12$ label the segment between nodes $i$ and $i+1$. Ohm's law on the rails gives

$$
V_{s,i}-V_{s,i+1}=\frac{R_sh}{W}I_{s,i+1/2},\qquad
V_{m,i}-V_{m,i+1}=\frac{R_mh}{W}I_{m,i+1/2}.
$$

Subtracting the second from the first gives

$$
u_i-u_{i+1}=\frac hW\left(R_sI_{s,i+1/2}-R_mI_{m,i+1/2}\right).
\tag{3}
$$

At an interior node without a terminal, the current lost by the semiconductor is gained by the metal:

$$
I_{s,i-1/2}-I_{s,i+1/2}=\frac{Wh}{\rho}u_i,\qquad
I_{m,i-1/2}-I_{m,i+1/2}=-\frac{Wh}{\rho}u_i.
\tag{4}
$$

Now write (3) for the segment before node $i$ and subtract (3) for the segment after it. The left side is $(u_{i-1}-u_i)-(u_i-u_{i+1})$. On the right the current differences are those of (4), and the minus sign in front of $R_m$ meets the minus sign in the metal's node law:

$$
u_{i-1}-2u_i+u_{i+1}
=\frac hW\left[R_s\frac{Wh}{\rho}u_i+R_m\frac{Wh}{\rho}u_i\right]
=\frac{h^2}{\lambda^2}u_i .
\tag{5}
$$

This is why the sheet resistances add in the transfer length. Current crossing the interface changes the two sheet currents by opposite amounts, and the voltage drops along the sheets enter $u$ with opposite signs.

A solution $u_i\propto e^{-qi}$ of (5) requires $e^q+e^{-q}-2=h^2/\lambda^2$, hence

$$
\cosh q=1+\frac{h^2}{2\lambda^2},\qquad q=2\,\mathrm{arsinh}\frac{h}{2\lambda}
=\frac h\lambda-\frac{h^3}{24\lambda^3}+\cdots .
\tag{6}
$$

The second form follows from $\cosh q-1=2\sinh^2(q/2)$. The ladder decay thus approaches $e^{-x/\lambda}$ with a relative error in the decay rate of $h^2/(24\lambda^2)$ at leading order. For the coarse choice $h=\lambda/2$, equation (6) gives $q=0.4949$ per cell, where the continuum gives $0.5$.

To solve the ladder numerically, assemble the nodal conductance matrix, inject $+I$ at semiconductor node $0$ and $-I$ at the metal node of the terminal, and fix the potential of one node. The last step is needed because the node equations determine potentials only up to a common constant.

### Continuum equations

Dividing the ladder equations by $h$ and letting $h\to0$ gives

$$
\frac{dV_s}{dx}=-\frac{R_s}{W}I_s,\qquad
\frac{dV_m}{dx}=-\frac{R_m}{W}I_m,\qquad
\frac{dI_s}{dx}=-\frac W\rho u .
\tag{7}
$$

Away from the terminal $dI_m/dx=+Wu/\rho$, so the total $I_s+I_m$ is constant there. Between the entrance and the terminal it equals $I$. Beyond the terminal it is zero, because no current leaves either sheet at $x=L$. With the step function $\theta$, equal to one for positive argument and zero for negative argument,

$$
I_s(x)+I_m(x)=I\,\theta(a-x).
\tag{8}
$$

For $a=0$ this means that the metal current just inside the front edge is $-I$: it flows back towards the terminal. For $a=L$ the metal current just before the back edge is $+I$.

Differentiate the last equation of (7) and insert $du/dx=-(R_sI_s-R_mI_m)/W$:

$$
\frac{d^2I_s}{dx^2}=\frac1\rho\left(R_sI_s-R_mI_m\right)
=\frac1\rho\left[(R_s+R_m)I_s-R_mI\,\theta(a-x)\right],
$$

where (8) was used to eliminate $I_m$. Let $\xi=x/\lambda$, let $p(\xi)=I_s/I$ be the share of the terminal current carried by the semiconductor, and let a prime denote $d/d\xi$. Multiplying by $\lambda^2/I$ gives

$$
p-p''=m\,\theta(t-\xi),\qquad p(0)=1,\qquad p(l)=0 .
\tag{9}
$$

The source term has a direct meaning. Two resistive sheets in parallel with no voltage between them divide a current in inverse proportion to their resistances, which gives the semiconductor the share $R_m/(R_s+R_m)=m$. Between the entrance and the terminal, $p$ relaxes towards this value over the length $\lambda$. Beyond the terminal it relaxes towards zero.

At an interior terminal $I_m$ jumps by $I$, but $V_m$ stays continuous because the terminal injects a finite current into a resistive sheet. Therefore $u$ is continuous, and so are $p$ and $p'$, the latter being proportional to $u$. The slope of $u$ jumps, as does $p''$.

### Solving for the current share

Split the solution of (9) as $p=p_0+mg$. The first part carries the boundary value and has no source:

$$
p_0(\xi)=\frac{\sinh(l-\xi)}{\sinh l}.
$$

The second part obeys $g-g''=\theta(t-\xi)$ and vanishes at both ends. For $\xi<t$ a particular solution is $1$, and for $\xi>t$ it is $0$. Adding hyperbolic functions that satisfy the end conditions gives

$$
g=\begin{cases}
1-\cosh\xi+\alpha\sinh\xi,&\xi\le t,\\
\beta\sinh(l-\xi),&\xi\ge t.
\end{cases}
$$

Continuity of $g$ and of $g'$ at $\xi=t$ requires

$$
1-\cosh t+\alpha\sinh t=\beta\sinh(l-t),\qquad
-\sinh t+\alpha\cosh t=-\beta\cosh(l-t).
$$

To eliminate $\beta$, multiply the first condition by $\cosh(l-t)$ and the second by $\sinh(l-t)$, and add. The right sides cancel. The terms with $\alpha$ combine to $\alpha\sinh l$ by the addition theorem, and the others give

$$
\alpha\sinh l=\cosh t\cosh(l-t)+\sinh t\sinh(l-t)-\cosh(l-t),
$$

so that

$$
\alpha=\frac{\cosh l-\cosh(l-t)}{\sinh l}.
\tag{10}
$$

To eliminate $\alpha$ instead, multiply the first condition by $\cosh t$ and the second by $\sinh t$, and subtract. The left side is $\cosh t-\cosh^2t+\sinh^2t=\cosh t-1$, and the right side is $\beta\sinh l$. Hence

$$
\beta=\frac{\cosh t-1}{\sinh l}.
\tag{11}
$$

### From the current share to the resistance

The voltage between the terminals has two parts: the interface voltage at the front edge and the drop along the metal from there to the terminal,

$$
V_s(0)-V_m(a)=u(0)+\left[V_m(0)-V_m(a)\right].
$$

From (7), $u=-(\rho/W)\,dI_s/dx=-ZI\,p'$. At the front edge $p_0'(0)=-\coth l$ and $g'(0)=\alpha$, so

$$
\frac{u(0)}{ZI}=\coth l-m\alpha .
\tag{12}
$$

In the metal drop, $I_m=I(1-p)$ for $x<a$, and $R_m\lambda/W=mZ$. Therefore

$$
\frac{V_m(0)-V_m(a)}{ZI}=m\int_0^t(1-p)\,d\xi .
$$

The two integrals needed are

$$
\int_0^tp_0\,d\xi=\frac{\cosh l-\cosh(l-t)}{\sinh l}=\alpha,\qquad
\int_0^tg\,d\xi=t-\sinh t+\alpha(\cosh t-1).
$$

Adding both parts of the voltage and collecting the terms linear in $t$ with $m-m^2=ms$ gives

$$
\frac{R(a)}Z=\coth l+ms\,t-2m\alpha+m^2\left[\sinh t-\alpha(\cosh t-1)\right].
\tag{13}
$$

The bracket can be reduced. Put it over $\sinh l$ and insert (10). The numerator is

$$
\sinh t\sinh l-\cosh l\cosh t+\cosh l+\cosh(l-t)\cosh t-\cosh(l-t).
$$

The first two terms equal $-\cosh(l-t)$. The product in the fourth term equals $\tfrac12[\cosh l+\cosh(l-2t)]$. The numerator is therefore

$$
\tfrac32\cosh l-2\cosh(l-t)+\tfrac12\cosh(l-2t).
$$

Substitute this and (10) into (13). The coefficient of $\coth l$ is $1-2m+\tfrac32m^2=(1-m)^2+\tfrac12m^2=s^2+\tfrac12m^2$. The coefficient of $\cosh(l-t)/\sinh l$ is $2m-2m^2=2ms$, and that of $\cosh(l-2t)/\sinh l$ is $\tfrac12m^2$. This is (1).

For $t=0$ all three hyperbolic ratios equal $\coth l$, and their coefficients add to $s^2+2ms+m^2=(s+m)^2=1$. This gives $R_F$. For $t=l$ the ratios are $\coth l$, $1/\sinh l$ and $\coth l$, which gives $R_B$.

### Evaluation without overflow

For long contacts $\cosh l$ and $\sinh l$ overflow although their ratios are harmless. All ratios in (1) have the form

$$
C(b)=\frac{\cosh(l-b)}{\sinh l}=\frac{e^{-b}+e^{-(2l-b)}}{1-e^{-2l}},\qquad 0\le b\le2l,
\tag{14}
$$

with $b=0$, $t$ and $2t$. The second form results from multiplying numerator and denominator by $2e^{-l}$, and none of its exponentials exceeds one. For short contacts the denominator should be computed with a function that returns $e^y-1$ accurately for small $y$. In (13) the bracket subtracts large, nearly equal numbers when $t$ is large, so (1) with (14) is the form to implement.

### A metal held at one potential

A thick plug that covers the whole metal and holds it at one potential is a different circuit. Current then leaves the metal everywhere, and (8) no longer applies. Since $dV_m/dx=0$, equations (7) give

$$
\frac{d^2u}{dx^2}=-\frac{R_s}{W}\frac{dI_s}{dx}=\frac{R_s}{\rho}u,\qquad \lambda_0=\sqrt{\frac\rho{R_s}} .
$$

The condition $I_s(L)=0$ means $du/dx=0$ there, so $u\propto\cosh[(L-x)/\lambda_0]$. Dividing $u(0)$ by $I=-(W/R_s)\,du/dx$ at $x=0$ gives

$$
R_0=\frac{R_s\lambda_0}{W}\coth\frac L{\lambda_0}.
\tag{15}
$$

The metal sheet resistance has dropped out because the plug carries the lateral current. Formula (1) is meant for metal contacted along one line, with the sheet itself carrying current to that line.

## Part 2. Terminal dependence, limits and numbers

### Symbols and results carried over

The semiconductor and metal sheet resistances are $R_s$ and $R_m$, the interface resistivity is $\rho$, and the contact has length $L$ and width $W$. Current $I$ enters the semiconductor at $x=0$ and leaves the metal at $x=a$. The scales are $\lambda=\sqrt{\rho/(R_s+R_m)}$ and $Z=\rho/(W\lambda)$. The fractions are $m=R_m/(R_s+R_m)$ and $s=1-m$, and the scaled lengths are $l=L/\lambda$, $t=a/\lambda$ and $\xi=x/\lambda$. The resistance $R(a)$ is given by (1), and its values $R_F$ at $a=0$ and $R_B$ at $a=L$ by (2). The semiconductor carries the share $p=I_s/I$, and the interface voltage is $u=-ZI\,dp/d\xi$. With $R_m=0$ the resistance is $R_0$ of (15), with transfer length $\lambda_0=\sqrt{\rho/R_s}$.

This part has derived the resistance $R(a)$ of a contact whose metal is connected along one line, and the separate result $R_0$ for a metal held at one potential. What remains is to compare terminal positions, find the best length and position, work out the error from neglecting the metal resistance, and see numbers and the limits of the model.
